\section*{Why conductivity plus thermopower cancels the Fermi level, and what remains}

\section{Two films with the same disorder}

Take two model films of n-type amorphous silicon with identical disorder but different doping. At 300 K their conductivities are $2.3\times10^{-3}$ and $4.8\times10^{-5}$ S/cm. Straight-line fits of $\ln\sigma$ against $1/k_BT$ between 300 and 450 K give activation energies of 219 and 259 meV. Such differences could come from the disorder, from the Fermi level, or from both. Here they come entirely from where the Fermi level lies and how it moves on heating.

The thermopower $S$ contains the same Fermi-level distance, with the opposite sign in the combination
\begin{equation}
Q=\ln\frac{\sigma}{1\ \mathrm{S/cm}}+\frac{e|S|}{k_B}.
\end{equation}
Here $Q$ has the same fitted slope in both films, 58.5 meV. Two questions follow: why the cancellation occurs, and whether the remainder measures potential fluctuations. The second has a conditional answer.

\section{The cancellation}

Let electrons alone carry current, with $e>0$ and $\beta=1/k_BT$. A uniform film has a differential conductivity $\sigma(E)$, and linear response gives
\begin{align}
\sigma&=\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE,\\
\frac{e|S|}{k_B}&=\frac{\beta}{\sigma}\int\sigma(E)(E-\mu)\left(-\frac{\partial f}{\partial E}\right)dE .
\end{align}
If all conducting states lie many $k_BT$ above the chemical potential $\mu$, then $f\simeq e^{-\beta(E-\mu)}$ and $-\partial f/\partial E\simeq\beta e^{-\beta(E-\mu)}$. The factor $e^{\beta\mu}$ leaves the first integral and cancels between numerator and denominator in the second:
\begin{align}
\ln\sigma&=\beta\mu+\ln(\beta I),\qquad I=\int\sigma(E)e^{-\beta E}dE,\\
\frac{e|S|}{k_B}&=\beta(\langle E\rangle-\mu),\qquad
\langle E\rangle=\frac1I\int\sigma(E)Ee^{-\beta E}dE .
\end{align}
Therefore
\begin{equation}
Q=\ln(\beta I)+\beta\langle E\rangle .
\label{eq:Q}
\end{equation}
The Boltzmann factor makes the logarithm of the carrier population fall by one for each $k_BT$ between $\mu$ and the conducting states. The thermopower measures the mean energy carried per electron from $\mu$, in the same unit, so it rises by one.

The cancellation holds at each temperature separately, so it includes any drift $\mu(T)$. A rigid shift of $\sigma(E)$ by $\delta$ also cancels: $\ln I$ changes by $-\beta\delta$ and $\beta\langle E\rangle$ by $+\beta\delta$.

For a sharp mobility edge, $\sigma(E)=\sigma_m$ above $E_m$ and zero below. Then $\beta I=\sigma_m e^{-\beta E_m}$ and $\langle E\rangle=E_m+k_BT$, so
\begin{equation}
Q_0=\ln\sigma_m+1,
\end{equation}
with $\sigma_m$ in S/cm inside the logarithm.

\section{Where the cancellation stops}

The step edge can be solved with full Fermi statistics. Put $x=\beta(E_m-\mu)$. The conductivity is $\sigma_m/(1+e^x)$. Integration by parts gives, with $f(y)=1/(1+e^y)$,
\begin{equation}
\int_x^\infty y\left(-\frac{df}{dy}\right)dy=xf(x)+\int_x^\infty f\,dy
=\frac{x}{1+e^x}+\ln(1+e^{-x}).
\end{equation}
Dividing by $f(x)$ gives $e|S|/k_B=x+(1+e^x)\ln(1+e^{-x})$. Since $x-\ln(1+e^x)=-\ln(1+e^{-x})$,
\begin{equation}
Q-\ln\sigma_m=e^x\ln(1+e^{-x})\simeq1-\tfrac12e^{-x}\quad(x\gg1).
\end{equation}
The value is 0.976 at $x=3$, but 0.693 at $x=0$ and 0.288 at $x=-2$. In a film with such a step edge, raising the Fermi level to the edge therefore lowers $Q$ without any potential fluctuation.

Holes also spoil the result, because their thermopower has the other sign. Let them carry a fraction $p$ of the conductivity across a mobility gap $G$, with a step edge for each carrier. Then $\ln\sigma=\ln\sigma_m-x-\ln(1-p)$, while
\begin{equation}
\frac{e|S|}{k_B}=(1-p)(x+1)-p(\beta G-x+1).
\end{equation}
The sum differs from $Q_0$ by $-\ln(1-p)-p(\beta G+2)$. For $\beta G=20$ and $x=7$, a hole share of only 0.25\% lowers $Q$ by 0.052.

\section{What a slope of $Q$ means in a uniform film}

Define $E_Q=-dQ/d\beta$. If $\sigma(E)$ does not depend on temperature, $d\ln I/d\beta=-\langle E\rangle$ and $d\langle E\rangle/d\beta=-\mathrm{Var}(E)$. Differentiating Eq.~(\ref{eq:Q}),
\begin{equation}
\frac{dQ}{d\beta}=\frac1\beta-\langle E\rangle+\langle E\rangle-\beta\,\mathrm{Var}(E),
\qquad E_Q=\frac{\mathrm{Var}(E)}{k_BT}-k_BT .
\end{equation}
A step has $\mathrm{Var}(E)=(k_BT)^2$, hence $E_Q=0$. The slope measures spread of the transport energy beyond that of a step, whatever its cause. Moreover, if the mobility carries a factor $e^{-\beta W}$ at all energies, $\ln\sigma$ gains $-\beta W$ while $S$ is unchanged, so $E_Q$ gains $W$. The cancellation thus removes $\mu$, but attributing the remainder to potential fluctuations requires knowledge of the local transport law.

\section{A fluctuating edge}

Assume that law is the sharp step, and let the edge be $E_m+V(\mathbf r)$, with $\langle V\rangle=0$ and rms value $s$. Let $V$ vary slowly enough for local coefficients to exist. This also requires electrons to exchange energy with the lattice over distances much shorter than those on which $V$ varies. Write $v=\beta V$ and $u=\beta s$. Then
\begin{equation}
\sigma_{\rm loc}=\sigma_{\rm flat}e^{-v},\qquad
\frac{e|S_{\rm loc}|}{k_B}=x+1+v,\qquad \sigma_{\rm flat}=\sigma_me^{-x}.
\end{equation}
Locally $Q$ is still $Q_0$: the fluctuation cancels point by point, just as $\mu$ does. It reappears because macroscopic $\sigma$ and $S$ average the film differently.

To find the average for $S$, take uniform thermal conductivity, as when the lattice carries the heat, so that the temperature gradient $g$ along $x$ is uniform. The current is $\mathbf j=\sigma_{\rm loc}(\boldsymbol{\mathcal E}-S_{\rm loc}\nabla T)$, where $\boldsymbol{\mathcal E}$ is the curl-free electrochemical field. Let $\mathbf j_1=\sigma_{\rm loc}\boldsymbol{\mathcal E}_1$ be the current in the isothermal film, driven along a principal axis $x$. For periodic boundaries, the mean product of a curl-free field and a divergence-free current is the product of their means: the periodic part of the field is a gradient, which vanishes on integration by parts. At open circuit $\langle\mathbf j\rangle=0$, so
\begin{equation}
0=\langle\boldsymbol{\mathcal E}_1\cdot\mathbf j\rangle
=\langle\mathbf j_1\cdot\boldsymbol{\mathcal E}\rangle-g\langle S_{\rm loc}j_{1x}\rangle
=\langle j_{1x}\rangle\langle\mathcal E_x\rangle-g\langle S_{\rm loc}j_{1x}\rangle .
\end{equation}
With $w=j_{1x}/\langle j_{1x}\rangle$, this gives $S=\langle\mathcal E_x\rangle/g=\langle S_{\rm loc}w\rangle$. The thermopower weights each place by the current through it. Consequently
\begin{equation}
\Delta Q=Q-Q_0=\ln\frac{\sigma}{\sigma_{\rm flat}}+\langle vw\rangle .
\label{eq:dQ}
\end{equation}

\section{Weak fluctuations: geometry drops out}

Write the isothermal field as $\mathcal E_0(\hat{\mathbf x}-\nabla\psi)$, with $\psi$ periodic. To first order in $v$, current conservation reads $\nabla^2\psi=-\partial_xv$. In Fourier components $\psi_k=ik_xv_k/k^2$, so $-\partial_x\psi$ has components $(k_x^2/k^2)v_k$. Denote this field by $Pv$. The current is
\begin{equation}
\frac{j_{1x}}{\sigma_{\rm flat}\mathcal E_0}=e^{-v}(1-\partial_x\psi)=1-v+Pv+O(v^2).
\end{equation}
Let $n=\langle vPv\rangle/u^2$, the average of $k_x^2/k^2$ over the fluctuation spectrum. In the mean current, first-order terms vanish, as does the mean gradient of $\psi$ at every order. The second-order terms are $\langle v^2\rangle/2-\langle vPv\rangle$. Thus
\begin{align}
\ln(\sigma/\sigma_{\rm flat})&=u^2\left(\tfrac12-n\right)+O(u^3),\\
\langle vw\rangle&=-u^2(1-n)+O(u^3),\\
\Delta Q&=-\tfrac12u^2+O(u^3).
\end{align}
The geometry number $n$ decides whether current crosses hills or avoids them. Avoidance raises $\ln\sigma$ and, by the same amount, lowers the mean energy at which current flows, measured in units of $k_BT$. In three numerical fields at $u=0.1$, isotropic, layered and columnar, the coefficient of $u^2$ in $\ln\sigma$ was 0.207, $-0.202$ and 0.431. That in $\Delta Q$ stayed between $-0.4994$ and $-0.4998$. The isotropic sample has $n\simeq0.29$ instead of the ensemble value $1/3$; one finite sample on a grid need not average over directions perfectly.

Gaussian layers allow a check at any strength, using $\langle e^{\pm v}\rangle=e^{u^2/2}$. In series, $w=1$ and $\sigma/\sigma_{\rm flat}=1/\langle e^v\rangle$, so $\Delta Q=-u^2/2+0$. In parallel, $\sigma/\sigma_{\rm flat}=\langle e^{-v}\rangle$ and $\langle vw\rangle=\langle ve^{-v}\rangle/\langle e^{-v}\rangle=-u^2$, so $\Delta Q=u^2/2-u^2=-u^2/2$.

The sign can be established beyond weak disorder. The dissipated power gives
\begin{equation}
\frac1\sigma=\frac{\langle|\mathbf j_1|^2/\sigma_{\rm loc}\rangle}{\langle j_{1x}\rangle^2}
\ge\frac{\langle w^2e^v\rangle}{\sigma_{\rm flat}} .
\end{equation}
If current nowhere flows backwards, $w>0$ is a normalized weight. Jensen's inequality gives $\ln\langle w(we^v)\rangle\ge\langle w\ln w\rangle+\langle vw\rangle$. Substitution into Eq.~(\ref{eq:dQ}) yields
\begin{equation}
\Delta Q\le-\langle w\ln w\rangle\le0,
\end{equation}
the last step following from $w\ln w\ge w-1$. A sample at $u=0.3$ had $\Delta Q=-0.044$, below its bound of $-0.023$. With backflow this proof does not apply.

\section{The two silicon films}

The films of the opening have $\sigma_m=150$ S/cm, Gaussian fluctuations with $s=50$ meV and a correlation length of 5 nm. At 300 K, $E_m-\mu$ is 0.300 eV in film A and 0.400 eV in film B; it grows by 0.2 and 0.4 meV/K. The current equations were solved with full local Fermi statistics in three random cubes of side 53 nm. Both films used the same three fields. In a finite cube $x$ is only approximately a principal axis; $S=\langle S_{\rm loc}w\rangle$ then holds for zero transverse mean field, and an open circuit in all directions would shift $e|S|/k_B$ of a single cube by a few hundredths.

For film B at 300 K, $k_BT=25.85$ meV, so $x=400/25.85=15.47$ and $u=50/25.85=1.934$. With $\ln150=5.011$, the computed averages give
\begin{align}
\ln\sigma&=5.011-15.473+0.527=-9.935,\\
e|S|/k_B&=15.473+1-2.025=14.448,\\
Q&=4.513 .
\end{align}
These correspond to $\sigma=4.8\times10^{-5}$ S/cm and $|S|=1245\ \mu$V/K. The fluctuations raise the conductivity above that of a flat edge at the same $\mu$, since current finds the valleys. The larger change is in the thermopower, and $\Delta Q=-1.50\pm0.10$, where the uncertainty is the standard error over three samples. The two parts, 0.527 and $-2.025$, depend on the geometry number $n$ of the samples and on the discretization, and each is uncertain by roughly 0.1, so $\sigma$ itself is known to about 10\%; the digits are kept only to show the cancellation between the films.

Film A has $\ln\sigma$ larger by 3.868, but its $Q$ is also 4.513. Across all samples and temperatures the two values of $Q$ differ by at most about $8\times10^{-4}$. In the averages film A, nearer degeneracy, has the slightly higher $Q$, opposite to the uniform-film correction. Parallel Gaussian layers show how this sign can arise. To first order in $\epsilon=e^{-x-v}$, Fermi statistics multiply the local conductivity by $1-\epsilon$ and add $\epsilon/2$ to $e|S_{\rm loc}|/k_B$. With $w$ the nondegenerate weight, $\ln\sigma$ changes by $-\langle w\epsilon\rangle$ and $e|S|/k_B$ by $\frac12\langle w\epsilon\rangle-\langle w\epsilon v\rangle+\langle w\epsilon\rangle\langle wv\rangle$. For Gaussian $v$, $\langle wv\rangle=-u^2$ and $\langle w\epsilon v\rangle=-2u^2\langle w\epsilon\rangle$, so $Q$ changes by $(u^2-\frac12)\langle w\epsilon\rangle$. This is positive when $u^2>\frac12$, as it is here at all four temperatures: the valleys conduct less than Boltzmann statistics imply, and the current weight moves to higher $V$. The layers give only the sign. With $\langle w\epsilon\rangle=e^{-x+3u^2/2}$ the difference between the films would be $8\times10^{-3}$ at 300 K, falling to $3\times10^{-3}$ at 450 K, whereas the network averages rise from $3\times10^{-4}$ to $7\times10^{-4}$.

The activation energies can now be read. Linear drift makes $E_m-\mu=D+\gamma T$, with $D=0.300-0.060=0.240$ eV for A and $0.400-0.120=0.280$ eV for B. The term $\gamma T$ adds a constant to $x$ and no slope. The fitted slopes of $\ln\sigma$, 219 and 259 meV, lie 21 meV below $D$; those of $e|S|/k_B$, 160 and 200 meV, lie 80 meV below. Subtraction removes $D$ and leaves $E_Q=58.5\pm4.8$ meV in both films.

This $E_Q$ is neither $s$ nor a barrier height. The weak law gives
\begin{equation}
E_Q=-\frac{d}{d\beta}\left(Q_0-\frac{\beta^2s^2}{2}\right)=\frac{s^2}{k_BT},
\end{equation}
which falls from 97 to 64 meV between 300 and 450 K. A straight line through such a curve extrapolates too high. For film A the fitted intercept is 6.79, against $Q_0=6.01$; identifying it with $\ln\sigma_m+1$ would overestimate $\sigma_m$ by a factor $e^{0.77}\simeq2.2$.

At these strengths the weak law is an estimate. It predicts $Q_0-Q=1.87$ at 300 K and 0.83 at 450 K; the network gives 1.50 and 0.75. Inverting it through $s\simeq k_BT\sqrt{2(Q_0-Q)}$, with $Q_0$ known, returns 45 and 47 meV instead of 50. Halving the grid resolution in one sample changed $\Delta Q$ by 0.007, much less than the scatter between samples.

\section{Reading a measured $Q$}

The parameters are rough typical values for doped hydrogenated amorphous silicon. Reported slopes there are very roughly 0.1 eV, within a factor of two of the model, but reported intercepts are roughly 10, well above its 6.8. Raising $s$ to 75 meV brings the nondegenerate network slope to about 0.10 eV but the intercept only to about 7.1. With the chosen $\sigma_m$, the static model with a sharp edge therefore does not describe the material quantitatively. One assumption that $Q$ alone cannot test is the local law. A uniform film with a logistic edge, $\sigma(E)=\sigma_m/[1+e^{-(E-E_m)/b}]$ and $b=10$ meV, has $\Delta Q=-0.29$ and $E_Q=18$ meV at 300 K, with no long-range potential at all. Such an edge is mathematically a set of steps conducting in parallel, so $Q$ alone cannot tell this uniform film from parallel regions whose sharp edges have the same distribution.

The model also assumes that electrons exchange energy with the lattice well within the 5 nm correlation length. This is marginal: for a mobility of 10 cm$^2$/(V s) and an energy relaxation time of 0.1 to 1 ps, the diffusion length at 300 K is 1.6 to 5 nm. If they kept their energy over longer distances, each energy would have its own current pattern, and $\Delta Q$ could differ substantially from the values given here. Four other effects can be estimated and are small for these films. At 450 K, degeneracy in a valley $3s$ deep, which the network calculation includes, changes the local $Q$ by $-0.005$ in film A. Holes, which it neglects, would change the local $Q$ on a hill $3s$ high by $-2\times10^{-4}$ in film B, for a rough gap of 1.7 eV. For a barrier with the rms curvature of the potential, tunnelling with the free-electron mass would raise the crossing rate by about 1.6\% at 300 K; this correction is proportional to the curvature, which is typically larger at hilltops, and inversely proportional to the mass, reaching 5.5\% for $0.3m_e$. The thermal wavelength, 4.3 nm for the free mass and 7.9 nm for $0.3m_e$, is comparable with the correlation length; for coherent electrons, quantum averaging of $V$ would lower the effective $s^2$ by roughly 3\% and 9\%, so for a light mass this effect is as large as the sampling error of $\Delta Q$. Thermoelectric distortion of the temperature field is measured by $\sigma S^2T/\kappa$, which is 0.015 in the same valley for a rough thermal conductivity of 1 W/(m K).

Comparing films of different doping at equal temperature is therefore a useful control. While transport stays nondegenerate and unipolar, moving $\mu$ alone leaves $Q$ fixed. A change in $Q$ then signals a change in the local law or in the fluctuations, and separating those two needs further evidence. The numerical output below gives the values for each film and temperature.

\section*{Computed values}
\begin{verbatim}
power 1.5, x=12: ln sigma -11.7153, e|S|/kB 14.5000
power 1.5, x=16: ln sigma -15.7153, e|S|/kB 18.5000
power 1.5: Q = 2.78468, 2.78468; formula 2.78468
step edge, x=-2.0: Q - ln sigma_m = 0.28785
step edge, x= 0.0: Q - ln sigma_m = 0.69315
step edge, x= 3.0: Q - ln sigma_m = 0.97590
step edge, x= 6.0: Q - ln sigma_m = 0.99876
bipolar test: hole share 0.00247, dQ -0.0524, formula -0.0520
smeared edge 10 meV, 300 K: dQ -0.2892, E_Q 17.59 meV
weak, isotropic: ln sigma 0.2067 u^2, e|S|/kB -0.7065 u^2, sum -0.4998
weak, layers: ln sigma -0.2019 u^2, e|S|/kB -0.2975 u^2, sum -0.4994
weak, columns: ln sigma 0.4309 u^2, e|S|/kB -0.9306 u^2, sum -0.4997
u=0.3: dQ -0.04438, bound -0.02332, min w 0.481
sigma_m 150 S/cm, s 50 meV, correlation length 5 nm
cell 1.667 nm, box 53.3 nm, samples 3
300 K: kT 25.852 meV, u 1.9341; Q0 6.0106
series dQ -1.8703, parallel dQ -1.8703
e|S|/kB: open circuit 10.727891, current-weighted 10.727891
film A 300 K: Em-mu 0.300 eV, sigma 2.318e-03 S/cm, |S| 911.7 uV/K, Q 4.5129
film A 350 K: Em-mu 0.310 eV, sigma 7.709e-03 S/cm, |S| 837.5 uV/K, Q 4.8531
film A 400 K: Em-mu 0.320 eV, sigma 1.915e-02 S/cm, |S| 779.7 uV/K, Q 5.0923
film A 450 K: Em-mu 0.330 eV, sigma 3.905e-02 S/cm, |S| 733.2 uV/K, Q 5.2661
film A fits: E_sigma 219.0, E_S 160.4, E_Q 58.5 +- 4.8 meV, intercept 6.785
film B 300 K: Em-mu 0.400 eV, sigma 4.845e-05 S/cm, |S| 1245.0 uV/K, Q 4.5126
film B 350 K: Em-mu 0.420 eV, sigma 2.010e-04 S/cm, |S| 1151.7 uV/K, Q 4.8526
film B 400 K: Em-mu 0.440 eV, sigma 5.892e-04 S/cm, |S| 1079.6 uV/K, Q 5.0917
film B 450 K: Em-mu 0.460 eV, sigma 1.368e-03 S/cm, |S| 1022.0 uV/K, Q 5.2654
film B fits: E_sigma 259.0, E_S 200.5, E_Q 58.5 +- 4.8 meV, intercept 6.783
largest |Q_A - Q_B| 8.13e-04
300 K: ln(sigma_A/sigma_B) 3.8681
film B 300 K: dQ -1.4981 = 0.5271 (ln sigma) + -2.0251 (e|S|/kB)
300 K: Q0-Q 1.4981 +- 0.1022, weak law 1.8703, s from Q 44.7 meV
450 K: Q0-Q 0.7452 +- 0.0413, weak law 0.8313, s from Q 47.3 meV
weak law fitted: E_Q 80.9 meV, intercept 7.289
weak law local E_Q: 300 K 96.7, 450 K 64.5 meV
300 K backflow: 0.00 % of bonds, -0.000 % of net current
grid check 300 K: dQ fine -1.2992, coarse -1.2924
degeneracy in a -3s valley, film A 450 K: dQ -0.0048
holes on a +3s hill, film B 450 K, gap 1.7 eV: share 4.2e-06, dQ -1.9e-04
tunnelling, free mass, 300 K: hbar*omega 16.2 meV, rate correction 0.0165
thermoelectric feedback in that valley: sigma S^2 T/kappa 0.0154 at kappa 1 W/(m K)
\end{verbatim}
